Cubic helix coupling and what stabilizes a skyrmion lattice

**Symmetry fixes the coupling**

Reversing the magnetization M and the field B together leaves the energy of a magnet unchanged. Without a field, its expansion therefore contains only even powers of M. A field induces a uniform part m, and a term cubic in the modulated part S is then allowed if it is odd in m. Translation symmetry adds that the wavevectors in the term must sum to zero. For three helices with amplitudes A₁, A₂, A₃ the lowest such term has the form

m A₁A₂A₃ cos Φ, with Q₁ + Q₂ + Q₃ = 0,

where Φ is the sum of the helix phases. If the wavevectors have equal length Q, then |Q₁ + Q₂|² = Q² gives 2 + 2 cos α = 1. The angle α between any two is 120°.

This coupling explains the geometry of the skyrmion lattice, but not by itself its stability. In the isotropic mean-field model below, applied to a bulk sample, a cone with its axis along the field is never higher in energy than the lattice. A second, smaller effect must decide between them.

**Model and favoured helix**

The energy density near ordering is

w = r₀M² + J(∇M)² + 2D M·(∇×M) + UM⁴ − B·M − KM_z²,

with J, D, U > 0 and B along z. Set Q = D/J, M₀² = JQ²/U, ε = JQ²M₀², r₀ = (1+t)JQ², b = BM₀/ε and κ = K/(JQ²). Measuring length in 1/Q, magnetization in M₀ and energy density in ε gives

f = ⟨(1+t)M² + |∇M|² + 2M·(∇×M) + M⁴ − bM_z − κM_z²⟩.

Brackets denote a spatial average, and κ = 0 until stated otherwise. For a Fourier mode of wavenumber k, the curl has eigenvalues 0 and ±k. The gradient terms therefore give k² or k² ± 2k. The lowest value is −1, at k = 1, and belongs to the helix

S_i = A_i[ẑ cos θ_i + (Q̂_i×ẑ) sin θ_i], θ_i = Q_i·r + φ_i,

for which ∇×S_i = −S_i. Its magnetization is perpendicular to Q_i, so it carries no magnetic volume charge.

**From quartic to cubic**

Write M = m + S with ⟨S⟩ = 0 and N = ⟨S²⟩. Squaring M² = m² + 2m·S + S² and averaging gives

⟨M⁴⟩ = m⁴ + 2m²N + 4⟨(m·S)²⟩ + 4⟨(m·S)S²⟩ + ⟨S⁴⟩.

The term 4m²⟨m·S⟩ has vanished. The fourth term on the right is the cubic one.

To evaluate it, let the wavevectors lie in the xy plane. Since Q̂_i·Q̂_j = −1/2,

S_i·S_j = A_iA_j[cos θ_i cos θ_j − ½ sin θ_i sin θ_j]
= A_iA_j[¼cos(θ_i−θ_j) + ¾cos(θ_i+θ_j)].

The wavevectors sum to zero, so θ_i + θ_j = Φ − θ_k, where k is the third helix. The average with the z component of helix k is

⟨cos θ_k cos(Φ−θ_k)⟩ = ½cos Φ.

Other products keep a nonzero wavevector and average to zero. Each of the three pairs occurs twice in S², so

⟨S_zS²⟩ = 3 × 2 × ¾ × ½ A₁A₂A₃ cos Φ = (9/4)A₁A₂A₃ cos Φ.

The in-plane average is proportional to sin Φ Σ(Q̂_k×ẑ), which is zero. For a plane with normal n̂, the cubic energy is therefore

f₃ = 9A₁A₂A₃ (m·n̂) cos Φ.

With A = m = 1 and Φ = π, direct integration gives −9.0000. It gives zero for a test triad of unit wavevectors that does not close.

For m·n̂ > 0 the minimum is at Φ = π. Moving the origin changes two independent phases but leaves Φ fixed, so the coupling locks the one phase that matters. At the point where all θ_i = π, M_z = m − 3A for equal amplitudes. The core points against the field when m < 3A.

**Why the plane faces the field**

Tilt the texture rigidly by β while holding m and A fixed. Each helix contributes A²[m² − (m·Q̂_i)²]/2 to ⟨(m·S)²⟩, and Σ(m·Q̂_i)² = (3/2)m² sin²β. The β-dependent energy is

g(β) = −9mA³ cos β − 3m²A² sin²β.

The first term holds the plane perpendicular to the field; the second favours tilting. With x = cos β, dg/dx = −9mA³ + 6m²A²x. This is negative for all x < 1 when A > 2m/3, and the minimum is then at β = 0. Numerically, the best tilt is zero at m = 1.4A and about 20° at m = 1.6A.

**Why the texture contains skyrmions**

The in-plane magnetization vanishes where Σ(Q̂_i×ẑ) sin θ_i = 0, which requires equal values of sin θ_i. With Σθ_i = π, up to multiples of 2π, these points have

M_z = m − 3A, m + 3A/2 or m + A.

For 0 < m < 3A, M never vanishes and points straight down at one point per cell. Near that core the in-plane part is (3A/2) ẑ×r, which turns once in the same sense as r. Because this happens at the south pole of the sphere of directions, the topological charge is −1. For m > 3A no point is directed down and the charge is zero. Solid-angle sums give −1 at m = 0.75A and 0 at m = 3.2A.

**The competing states**

S² contains six distinct oscillating terms, with wavevectors Q_i ± Q_j. In the average of its square, each pair adds 4A_i²A_j² × ½(1/16 + 9/16), so

⟨S⁴⟩ = N² + (5/4)Σ_{i<j}A_i²A_j².

For equal amplitudes N = 3A², which gives ⟨S⁴⟩ = N² + 5N²/12. The cubic energy becomes −9mA³ = −√3 mN^{3/2}.

First compare the lattice with one helix whose wavevector is perpendicular to m, at the same m and N. Both have 4⟨(m·S)²⟩ = 2m²N, leaving

f_lattice − f_helix = 5N²/12 − √3 mN^{3/2}.

The lattice is lower when m > 5A/12. At zero field the lattice can still gain cubic energy by developing a small m of its own, but the single helix wins: it reaches −t²/4, the lowest energy allowed by the bound derived below.

The cone has its wavevector along m and S perpendicular to m. It avoids the cost 2m²N, so at the same m and N

f_lattice − f_cone = 2m²N + 5N²/12 − √3 mN^{3/2}
= 2N[m − √(3N)/4]² + N²/24.

The difference is at least N²/24, with closest approach for given N at m = √(3N)/4. The cone energy is

f_cone = (1+t)m² + tN + (m²+N)² − bm.

Minimizing it gives m = b/2 and m² + N = −t/2. The cone saturates at b_c2 = 2√(−t/2), so closest approach lies at

b/b_c2 = m/√(m²+N) = √(3/19) ≈ 0.40.

Higher harmonics cannot reverse this order. For any texture in a bulk (periodic) sample the gradient energy is at least −N, and ⟨M⁴⟩ ≥ ⟨M²⟩² = (m²+N)². Hence

f ≥ (1+t)m² + tN + (m²+N)² − bm.

The right side is the cone energy, so no bulk texture in this isotropic functional lies below the best cone. The argument uses Fourier modes and does not cover free surfaces, where the gradient energy can be lower.

**How anisotropy changes the order**

An easy axis along the field adds −κ⟨M_z²⟩. The modulated part has ⟨S_z²⟩ = N/2 in the lattice and zero in the cone. At equal m and N the lattice gains κN/2, so at closest approach it wins if

κN/2 > N²/24, or κ > N/12.

The in-plane helix gains the same κN/2, so the condition m > 5A/12 is unchanged. Below saturation, the cone energy becomes −t²/4 − b²/[4(1−κ)].

**How large: a 200 nm film**

Take a pitch of 20 nm, a temperature of 28 K, t = −1 and κ = 0.10. The cone without anisotropy has local magnetization 60 kA/m and critical field 0.40 T. The working internal field is 0.16 T. Then

M₀ = 60/√0.5 = 84.9 kA/m,
field unit = 0.40/√2 = 0.283 T,
ε = 0.2828 T × 84.85 kA/m = 24.0 kJ/m³,
b = 0.16/0.2828 = 0.566.

Minimizing the three-helix energy gives m = 0.295 and A = 0.376, hence N = 0.424. Both conditions hold: m exceeds 5A/12 = 0.157, and A exceeds 2m/3 = 0.197. Relative to a cone with the same m and N, the terms in units of ε are

2m²N + 5N²/12 − 9mA³ − κN/2
= 0.0737 + 0.0749 − 0.1410 − 0.0212 = −0.0136.

The first three nearly cancel, which is why a modest anisotropy can decide. At this field the three-helix lattice needs κ > 0.035, in agreement with N/12. At κ = 0.10 its window, bounded below by the in-plane helix and above by the cone, is 0.09 to 0.23 T internal field. Relaxing the texture raises the upper limit.

Letting the magnetization and period relax gives energies of −0.356 for the lattice, −0.339 for the cone, −0.332 for the in-plane helix and −0.250 for the uniform state. Higher harmonics hold only 0.4% of the modulated intensity. The lattice lies 409 J/m³ below the cone, or 24 meV (9.9 kT) per skyrmion and pitch length. This is a difference between phases, not a barrier against erasing a skyrmion, so it gives no retention time. All these energies are bulk values, for a lattice uniform along z. With κ = 0 the relaxed lattice then lies 0.0033ε above the cone, as the bound requires. Dividing this gap by N/2 ≈ 0.21 gives a required κ of about 0.016, half the three-helix value. Even weak harmonics matter when the leading terms nearly cancel.

**Real films and what to do**

The pitch, temperature and magnetization are in the rough regime of MnSi close to ordering. The anisotropy is a chosen value: cubic bulk MnSi has no uniaxial term of this kind, and in a strained film its sign and size must be measured. In bulk crystals close to ordering, thermal fluctuations can favour the lattice over the cone; this is not derived here. Their scale can be estimated by giving kT/2 to each of three components for all modes with k < Q:

(3kT/2) Q³/(6π²) ≈ 300 J/m³.

This is about three quarters of the calculated lattice advantage. It is not a free-energy difference and has no sign in this comparison, but it shows that the mean-field window may shift substantially.

Film geometry matters too. For a wide film in a perpendicular field, the mean magnetization of 25.4 kA/m produces a demagnetizing field of 32 mT. An internal field of 160 mT then needs 192 mT applied. For a lattice uniform through the thickness, stray fields from the modulated M_z at the two surfaces cost about 15 J/m³, or 4% of its advantage. Surface twists are larger. At a free surface the same functional lets the in-plane magnetization of the lattice rotate along z, which gains about 0.18 ε/Q per surface, while the cone gains nothing. For 200 nm, or ten pitches, this is about 0.006ε ≈ 140 J/m³. That exceeds the bulk gap of 0.0033ε at κ = 0, so at this field a film thinner than about 17 pitches has the lattice below the cone even without anisotropy. The energies and window given above omit this term. Cubic anisotropy is also omitted and its effect is not estimated.

Within this model, and near t = −1, three choices favour the lattice:

- Apply the field perpendicular to the film and along the easy axis.
- Set the internal field near 0.4 of the critical field measured without anisotropy, after correcting for demagnetization.
- Provide easy-axis anisotropy. It is required in bulk samples and in films thicker than about 17 pitches; in thinner films surface twists already put the lattice below the cone. For the bulk, at a magnetization of 60 kA/m, the relaxed threshold κ ≈ 0.016 corresponds to 0.016 × 24.0 × 0.5 ≈ 0.2 kJ/m³. The three-helix estimate, κ = 0.035, gives 0.4 kJ/m³.

For circular helices N grows in proportion to −t, so the required κ rises on cooling. The three-helix form overestimates this κ, already by a factor of two at t = −1, and becomes less reliable further below ordering. There the texture must be relaxed. The numerical output below lists the values used here, apart from the surface-twist figures.

Computed values

```
cubic term, closed triad, A=m=1, Phi=pi: -9.0000 (dimensionless)
cubic term, open triad, A=m=1: 0.0000 (dimensionless)
best tilt at m=1.4A: 0.0 deg
best tilt at m=1.6A: 20.2 deg
m/A where lattice equals in-plane helix: 0.41667
least lattice-cone gap / N^2, kappa=0: 0.04167
m/sqrt(N) at least gap: 0.4330
cone field b/b_c2 at least gap: 0.3974
topological charge, m=0.75A: -1.000
topological charge, m=3.2A: 0.000
input pitch: 20 nm
input temperature: 28 K
input film thickness: 200 nm
input local magnetization: 60 kA/m
input critical field at kappa=0: 0.40 T
input internal field: 0.16 T
input t: -1.0; input kappa: 0.10 (dimensionless)
wavenumber Q: 0.3142 1/nm
magnetization unit M0: 84.85 kA/m
field unit: 0.2828 T
energy density unit eps: 24.00 kJ/m3
reduced field b: 0.5657
trial lattice m: 0.2949 M0
trial lattice A: 0.3759 M0
trial lattice energy: -0.35200 eps
trial core Mz = m-3A: -70.7 kA/m
trial cubic energy -9mA^3: -0.14096 eps
least kappa for lattice below cone (trial): 0.0350
estimate N/12 from trial: 0.0353
window lower internal field (trial): 0.093 T
window upper internal field (trial): 0.227 T
relaxed lattice energy: -0.35594 eps
relaxed in-plane helix energy: -0.33193 eps
cone energy: -0.33889 eps
uniform state energy: -0.24989 eps
relaxed lattice minus cone at kappa=0: 0.00332 eps
relaxed lattice mean magnetization: 25.41 kA/m
relaxed lattice wavenumber / Q: 0.9926
relaxed lattice topological charge: -1.000
higher-harmonic share of intensity: 0.37 %
skyrmion spacing: 23.27 nm
lattice advantage over cone: 409.1 J/m3
advantage per skyrmion and pitch length: 23.94 meV
same advantage / kT: 9.92
neglected: film demagnetizing field: 31.9 mT
applied field needed: 191.9 mT
neglected: surface stray-field energy: 15.3 J/m3
neglected: kT/2 per mode with k<Q: 303.6 J/m3
```
